\section*{Convergence of the FFT Lippmann–Schwinger Iteration for Two-Phase Dielectrics}

\section{Result and setting}

A periodic cell contains two isotropic dielectrics with real, positive static relative permittivities $\varepsilon_1<\varepsilon_2$. Let $\kappa=\varepsilon_2/\varepsilon_1$ be the contrast and $\mathbf a$ the prescribed mean field, with $|\mathbf a|=1$. For a uniform reference permittivity $\varepsilon_0>0$, the iteration
\begin{equation}
\mathbf E_{n+1}=\mathbf a-P\left[\left(\frac{\varepsilon}{\varepsilon_0}-1\right)\mathbf E_n\right]
\label{iter}
\end{equation}
multiplies the root-mean-square field error in each step by at most
\begin{equation}
\rho=\max\left(\left|1-\frac{\varepsilon_1}{\varepsilon_0}\right|,\left|\frac{\varepsilon_2}{\varepsilon_0}-1\right|\right).
\label{rho}
\end{equation}
Here $P$ projects orthogonally onto zero-mean periodic gradients. Convergence is guaranteed for $\varepsilon_0>\varepsilon_2/2$, and the smallest guaranteed factor is
\begin{equation}
\rho_{\min}=\frac{\kappa-1}{\kappa+1}\quad\text{at}\quad \varepsilon_0=\frac{\varepsilon_1+\varepsilon_2}{2}.
\label{best}
\end{equation}
Contrast and reference thus fix a worst-case rate. The rate seen from the uniform start $\mathbf E_0=\mathbf a$ also depends on the geometry, and it can be much better.

Angle brackets denote cell averages, and $\|\mathbf u\|^2=\langle\mathbf u\cdot\mathbf u\rangle$. Fields are in units of the applied field.

\section{The equation and its grid form}

The field has the form $\mathbf E=\mathbf a+\nabla\phi$ with $\phi$ periodic, and $\varepsilon\mathbf E$ has no divergence. The second condition says $\langle\nabla\psi\cdot\varepsilon\mathbf E\rangle=0$ for every periodic $\psi$, that is, $P(\varepsilon\mathbf E)=0$. Since $P\mathbf a=0$, the first gives $P\mathbf E=\mathbf E-\mathbf a$. Therefore
\begin{equation}
0=\frac{P(\varepsilon\mathbf E)}{\varepsilon_0}
=P\left[\left(\frac{\varepsilon}{\varepsilon_0}-1\right)\mathbf E\right]+\mathbf E-\mathbf a ,
\end{equation}
which is the fixed-point equation of (\ref{iter}). Conversely, a fixed point differs from $\mathbf a$ by a gradient, so $P\mathbf E=\mathbf E-\mathbf a$, and the same line read backwards gives $P(\varepsilon\mathbf E)=0$. The solution does not depend on $\varepsilon_0$; the path to it does.

Take a two-dimensional grid of $N\times N$ pixels with $N$ odd. Potentials sit on pixel corners, fields and permittivities at pixel centres. In units of the pixel side, the $x$ derivative is the average of the differences along the two horizontal edges. For a Fourier mode with phase advances $\xi_i=2\pi m_i/N$, the gradient symbol is
\begin{equation}
\mathbf D=\frac12\begin{pmatrix}(e^{i\xi_1}-1)(e^{i\xi_2}+1)\\(e^{i\xi_1}+1)(e^{i\xi_2}-1)\end{pmatrix}
=\frac i2(e^{i\xi_1}+1)(e^{i\xi_2}+1)\begin{pmatrix}t_1\\t_2\end{pmatrix},
\end{equation}
where $t_i=\tan(\xi_i/2)$, because $e^{i\xi}-1=i\tan(\xi/2)(e^{i\xi}+1)$. The common factor cancels in the projector onto the direction of $\mathbf D$:
\begin{equation}
\hat P(\mathbf k)=\frac{\mathbf D\mathbf D^\dagger}{|\mathbf D|^2}=\frac{\mathbf t\,\mathbf t^{T}}{|\mathbf t|^2},\qquad \hat P(0)=0 .
\label{proj}
\end{equation}
For odd $N$ no $\xi_i$ equals $\pi$, so the cancelled factor never vanishes and the constant potential alone has zero gradient.

One iteration has four operations:
\begin{enumerate}
\item form $\boldsymbol\tau=(\varepsilon/\varepsilon_0-1)\mathbf E_n$ pixel by pixel;
\item transform $\boldsymbol\tau$ to Fourier space;
\item multiply by (\ref{proj}) at each $\mathbf k$;
\item transform back and subtract the result from $\mathbf a$.
\end{enumerate}

\section{The guaranteed rate}

Let $\mathbf e_n=\mathbf E_n-\mathbf E$, with $\mathbf E_n-\mathbf a$ a zero-mean gradient. Then $P\mathbf e_n=\mathbf e_n$. Subtracting the fixed-point equation from (\ref{iter}) gives
\begin{equation}
\mathbf e_{n+1}=-\frac{P(\varepsilon\mathbf e_n)}{\varepsilon_0}+P\mathbf e_n
=T\mathbf e_n,\qquad T=1-\frac{A}{\varepsilon_0},\quad A=P\varepsilon P .
\label{err}
\end{equation}
On gradient fields $A$ is symmetric, and
\begin{equation}
\varepsilon_1\|\mathbf v\|^2\le\langle\mathbf v\cdot A\mathbf v\rangle=\langle\varepsilon|\mathbf v|^2\rangle\le\varepsilon_2\|\mathbf v\|^2 .
\end{equation}
Its eigenvalues $\lambda$ therefore lie in $[\varepsilon_1,\varepsilon_2]$. The norm of $T$ is the largest $|1-\lambda/\varepsilon_0|$. This function is convex in $\lambda$, so its maximum over the interval is at an end, which proves (\ref{rho}).

For $\varepsilon_0\le(\varepsilon_1+\varepsilon_2)/2$ we have $(\varepsilon_1+\varepsilon_2)/\varepsilon_0\ge2$, hence $\varepsilon_2/\varepsilon_0-1\ge1-\varepsilon_1/\varepsilon_0$. The high-permittivity end governs, and $\rho=\varepsilon_2/\varepsilon_0-1$ falls as $\varepsilon_0$ grows. Above the mean, $\rho=1-\varepsilon_1/\varepsilon_0$, which rises. The minimum is at the crossing, where
\begin{equation}
\rho_{\min}=1-\frac{2\varepsilon_1}{\varepsilon_1+\varepsilon_2}=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}=\frac{\kappa-1}{\kappa+1}.
\end{equation}

The bound is attained if each phase holds a localized gradient. On the grid, let the potential be nonzero at one corner whose four surrounding pixels all belong to phase $i$. Its gradient $\mathbf v$ lives in those pixels, so $\varepsilon\mathbf v=\varepsilon_i\mathbf v$ and $A\mathbf v=\varepsilon_i\mathbf v$. Both ends of the interval are then eigenvalues. A start containing both kinds of mode decays asymptotically by $\rho$ per step, and it fails to converge if $\varepsilon_0\le\varepsilon_2/2$.

To reduce the error to a fraction $\delta$ of its initial value, it suffices that $\rho^n\le\delta$. At the mean reference,
\begin{equation}
n\ge\frac{\ln(1/\delta)}{\ln[(\kappa+1)/(\kappa-1)]}
\simeq\frac{\kappa}{2}\ln\frac1\delta\qquad(\kappa\gg1),
\label{count}
\end{equation}
since $\ln[(1+1/\kappa)/(1-1/\kappa)]=2/\kappa+2/(3\kappa^3)+\cdots$. The guaranteed count grows linearly with contrast. If $\varepsilon_1\to0$ at fixed $\varepsilon_2$, the guarantee is lost. For complex permittivities $A$ is no longer real symmetric, so the interval argument does not apply. The bound (\ref{rho}) still holds with complex moduli, because $T=-P(\varepsilon/\varepsilon_0-1)P$ on gradient fields and $\|P\|=1$. The condition $\varepsilon_0>\varepsilon_2/2$ and the optimum (\ref{best}) refer to real permittivities only.

\section{What a uniform start excites}

Let $\chi$ equal one in phase 2 and zero in phase 1, and put $\Delta=\varepsilon_2-\varepsilon_1$. On gradient fields $A=\varepsilon_1+\Delta P\chi P$. If $\mathbf v_j$ are orthonormal eigenvectors of $P\chi P$ with eigenvalues $s_j$, then
\begin{equation}
\lambda_j=\varepsilon_1+\Delta s_j,\qquad s_j=\|\chi\mathbf v_j\|^2\in[0,1].
\end{equation}
For $\mathbf E_0=\mathbf a$ the initial error is $\mathbf e_0=\mathbf a-\mathbf E$. Because $P(\varepsilon\mathbf E)=0$ and $P\mathbf a=0$,
\begin{equation}
A\mathbf e_0=P[\varepsilon(\mathbf a-\mathbf E)]=P(\varepsilon\mathbf a)=\Delta P(\chi\mathbf a).
\label{source}
\end{equation}
With $b_j=\langle\mathbf v_j\cdot\chi\mathbf a\rangle$ this gives
\begin{equation}
\mathbf e_n=\Delta\sum_j\frac{b_j}{\lambda_j}\left(1-\frac{\lambda_j}{\varepsilon_0}\right)^n\mathbf v_j .
\label{modes}
\end{equation}

The modes that set the worst case are absent from this sum. If $s_j=0$, then $\chi\mathbf v_j=0$ and $b_j=0$. If $s_j=1$, then $\chi\mathbf v_j=\mathbf v_j$ and $b_j=\langle\mathbf v_j\rangle\cdot\mathbf a=0$, because a periodic gradient has zero mean. Physically, a uniform field puts its sources on the interfaces, and these modes do not couple to them.

At the mean reference, division of numerator and denominator by $\varepsilon_1$ gives each remaining mode the factor
\begin{equation}
1-\frac{\lambda_j}{\varepsilon_0}
=\frac{\kappa+1-2-2(\kappa-1)s_j}{\kappa+1}
=\frac{\kappa-1}{\kappa+1}(1-2s_j).
\label{excited}
\end{equation}
The $s_j$ depend on geometry and grid but not on contrast. If the excited ones stay away from 0 and 1, the factor stays below one even as $\kappa\to\infty$, and the number of steps saturates.

A laminate shows how geometry can remove this advantage. Let the layers be normal to $x$, with $\mathbf a$ along $x$ and a fraction $f$ of phase 2. For fields $g(x)\hat{\mathbf x}$ the projector subtracts the mean. The source is proportional to $\chi-f$, and
\begin{equation}
P[\chi(\chi-f)\hat{\mathbf x}]=(1-f)P(\chi\hat{\mathbf x})=(1-f)(\chi-f)\hat{\mathbf x}.
\end{equation}
One mode is excited, with $s=1-f$ and $\lambda=(1-f)\varepsilon_2+f\varepsilon_1$. The choice $\varepsilon_0=\lambda$ removes the error in one step. At the mean reference the factor is instead $\rho_{\min}|2f-1|$, which approaches the worst case when either layer becomes thin.

\section{Error control and effective permittivity}

The exact field is unknown in practice, but the last change bounds the error. From (\ref{err}), $\mathbf E_{n+1}-\mathbf E_n=\mathbf e_{n+1}-\mathbf e_n=-A\mathbf e_n/\varepsilon_0$. Since no eigenvalue of $A$ is below $\varepsilon_1$,
\begin{equation}
\|\mathbf e_n\|\le\frac{\varepsilon_0}{\varepsilon_1}\|\mathbf E_{n+1}-\mathbf E_n\| .
\label{post}
\end{equation}

The effective permittivity along $\mathbf a$ is $\varepsilon_{\rm eff}=\langle\mathbf a\cdot\varepsilon\mathbf E\rangle$. Two estimates are available from an iterate:
\begin{equation}
F_n=\langle\mathbf a\cdot\varepsilon\mathbf E_n\rangle,\qquad
W_n=\langle\varepsilon|\mathbf E_n|^2\rangle .
\end{equation}
Insert $\mathbf E_n=\mathbf E+\mathbf e_n$ in $W_n$. The cross term $2\langle\mathbf e_n\cdot\varepsilon\mathbf E\rangle$ vanishes because $\mathbf e_n$ is a gradient. For the same reason $\langle\mathbf E\cdot\varepsilon\mathbf E\rangle=\langle\mathbf a\cdot\varepsilon\mathbf E\rangle$. Thus
\begin{equation}
W_n-\varepsilon_{\rm eff}=\langle\varepsilon|\mathbf e_n|^2\rangle=\langle\mathbf e_n\cdot A\mathbf e_n\rangle\ge0 .
\label{energy}
\end{equation}
The energy estimate is an upper bound on the grid value, with an error quadratic in the field error. The flux estimate is linear in it: $F_n-\varepsilon_{\rm eff}=\langle\mathbf a\cdot\varepsilon\mathbf e_n\rangle=\langle P(\varepsilon\mathbf a)\cdot\mathbf e_n\rangle$. For the uniform start, (\ref{source}) and $\mathbf e_n=T^n\mathbf e_0$ give
\begin{equation}
F_n-\varepsilon_{\rm eff}=\langle\mathbf e_0\cdot AT^n\mathbf e_0\rangle,\qquad
W_n-\varepsilon_{\rm eff}=\langle\mathbf e_0\cdot AT^{2n}\mathbf e_0\rangle ,
\end{equation}
because $T$ is symmetric and commutes with $A$. Hence $W_n=F_{2n}$: the energy estimate delivers after $n$ steps what the flux estimate delivers after $2n$.

Setting $n=0$ in the flux relation, with $F_0=\langle\varepsilon\rangle$, yields the spectral formula
\begin{equation}
\varepsilon_{\rm eff}=\langle\varepsilon\rangle-\Delta^2\sum_j\frac{b_j^2}{\lambda_j}.
\label{spectral}
\end{equation}

\section{A porous dielectric}

As a simplified model of a porous dielectric, take a square array of cylindrical pores with $\varepsilon_1=1$ in a matrix with $\varepsilon_2=4$. Pores in a real film differ in shape and arrangement, and its permittivity depends on both, so the values below belong to this cell only. The pore radius is $0.25$ of the cell side, and the field is perpendicular to the cylinder axes. On a $31\times31$ grid the matrix fraction is $0.80749$, so $F_0=1+3(0.80749)=3.4225$. A sparse real-space solve and (\ref{spectral}) both give $\varepsilon_{\rm eff}=3.167006$ for this pixel geometry.

The mean reference is $\varepsilon_0=2.5$, with $\rho_{\min}=3/5=0.6$. From the uniform start the field error falls from $0.307$ to $0.0421$ in one step and to $2.1\times10^{-6}$ in ten. The estimates $W_1$ and $F_2$ are both $3.1716148$, as derived.

Of the $31^2-1=960$ gradient modes, 156 have $s=0$ and 746 have $s=1$. These 902 modes are silent. The excited modes, counted down to a relative overlap of $10^{-12}$, span $0.1540\le s\le0.8461$. Equation (\ref{excited}) then limits the uniform-start factor to $0.6\,(2\times0.84605-1)=0.4153$. The measured ratio at step 20 is $0.4100$. It approaches the limit from below because the slowest modes gain relative weight as the others decay.

For a random gradient error, the decay measured after 300 steps agrees with (\ref{rho}) to the four printed decimals at all six references tried. It is $0.8182$ at $\varepsilon_0=2.2$, $0.6000$ at $2.5$ and $0.7500$ at $4$. A reference below the mean costs more than one equally far above it: at $1.95$ the factor is $4/1.95-1=1.0513$, and a general start diverges, while at $3.05$ it is $1-1/3.05=0.6721$.

With the uniform start, every excited mode still decays at $\varepsilon_0=1.95$, by a factor of at most $0.8144$. In exact arithmetic the iteration would converge. In floating-point arithmetic the error reaches $1.8\times10^{-13}$ at step 119 and then grows to $1.1\times10^{28}$ at step 1999. Rounding feeds the silent modes, and those with $s=1$ grow by $1.0513$ per step. Over 1880 steps this is a factor of about $7\times10^{40}$, which accounts for the observed size. The condition $\varepsilon_0>\varepsilon_2/2$ should therefore be kept even for a uniform start.

The effect of contrast at the mean reference, with the pore held at $\varepsilon_1=1$, is shown by the steps needed to reduce the error to $10^{-8}$ of its initial value:
\begin{center}
\begin{tabular}{rrrr}
$\kappa$ & guaranteed & random start & uniform start\\
\hline
2 & 17 & 17 & 11\\
4 & 37 & 36 & 18\\
10 & 92 & 92 & 27\\
30 & 277 & 276 & 36\\
100 & 922 & 920 & 41
\end{tabular}
\end{center}
At $\kappa=100$ the estimate in (\ref{count}) is $50\ln10^8=921.0$. The uniform start needs 41 steps. Its factor cannot exceed $2\times0.84605-1=0.6921$ at any contrast, so on this grid 51 steps suffice in exact arithmetic. Other pore shapes and finer grids have their own excited ranges, which were not computed here.

\section{Checks on the solution and the grid error}

For a laminate with $f=0.35484$, the special reference is $4-3f=2.93548$. One step gives the flux $1.362637$, equal to the series value $[f/4+(1-f)]^{-1}$.

A second test uses two-dimensional duality. Let $R$ be a rotation by $90^\circ$. For $\mathbf k\ne0$, the directions $\mathbf t$ and $R\mathbf t$ span the plane, so $\hat P+R\hat PR^T=1$. The flux $\mathbf J=\varepsilon\mathbf E$ has $P\mathbf J=0$; its varying part is thus a rotated gradient, and $\mathbf E'=R^T\mathbf J$ is an admissible field. In the medium $\varepsilon'=\varepsilon_1\varepsilon_2/\varepsilon$, which is the original with its phases exchanged,
\begin{equation}
P(\varepsilon'\mathbf E')=\varepsilon_1\varepsilon_2PR^T\mathbf E=\varepsilon_1\varepsilon_2R^T(RPR^T)\mathbf E=0 ,
\end{equation}
since the varying part of $\mathbf E$ is a gradient. So $\mathbf E'$ solves the exchanged problem. For a cell with mirror symmetry in $x$ and $y$ and $\mathbf a$ along $x$, its mean field has size $\varepsilon_x$ along $y$, and its mean flux has size $\varepsilon_1\varepsilon_2$. Hence $\varepsilon_x\varepsilon'_y=\varepsilon_1\varepsilon_2$, also on the grid. A rectangular pore gives $3.576110\times1.118534=4.000000$.

These identities check the algebraic solution, not the pixel representation of a circle. For that, compare with a pore of radius $r_p$ in a matrix annulus of outer radius $r_o$, where $r_p^2/r_o^2=p$ is the pore fraction. The annulus potential is $-(Gr+H/r)\cos\theta$, and the pore field is uniform. Continuity of potential and normal flux at $r_p$ requires
\begin{equation}
\varepsilon_1\left(G+\frac{H}{r_p^2}\right)=\varepsilon_2\left(G-\frac{H}{r_p^2}\right),\qquad
\frac{H}{r_p^2}=\beta G,\quad \beta=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}.
\end{equation}
An outer medium that keeps its field uniform must satisfy the same two conditions at $r_o$, where $H/r_o^2=p\beta G$. This gives the Maxwell Garnett estimate
\begin{equation}
\varepsilon_{\rm MG}=\varepsilon_2\frac{1-p\beta}{1+p\beta}.
\end{equation}
It replaces the square cell by a circular one and is an approximation here.

For $N=31$, $63$ and $127$ the grid values are $3.1670$, $3.1558$ and $3.1596$. The estimates at the actual pixel fractions are $3.1716$, $3.1591$ and $3.1611$. Both sequences go down and then up, as the pore fraction goes from $0.1925$ to $0.1958$ and $0.1952$. On the finest grid they differ by $0.05\%$ of the estimate. The spread between grids is about $0.01$, so the model permittivity is $3.16$ to roughly that accuracy. Iterating the field to $10^{-11}$ does not improve this figure; the remaining error is a grid error. It comes partly from the pixel representation of the circle and partly from the discretisation of the field on that shape. Subdividing the pixels at fixed shape lowers the value by about $0.003$ at $N=31$ and by about $0.001$ at $N=63$.

\section*{Numbers as computed}
\begin{verbatim}
Pore eps 1.0, matrix eps 4.0, grid 31 x 31
Matrix area fraction: 0.80749
Effective permittivity, direct solve: 3.167006
Gradient modes: 960; with s=0: 156; with s=1: 746
Excited s range: 0.15400 to 0.84605
Effective permittivity, spectral sum: 3.167006
Uniform start, eps_ref 2.50: step, rms error, flux and energy estimates
   0  3.070e-01  3.4224766  3.4224766
   1  4.209e-02  3.1426692  3.1716148
   2  8.714e-03  3.1716148  3.1671873
   3  2.418e-03  3.1666370  3.1670193
   5  2.655e-04  3.1670008  3.1670066
  10  2.096e-06  3.1670066  3.1670064
  20  2.482e-10  3.1670064  3.1670064
Error ratio at step 20: 0.4100; excited-mode limit: 0.4153
eps_ref, factor formula, measured (random start), excited-mode factor
  1.95  1.0513  1.0513  0.8144
  2.20  0.8182  0.8182  0.6082
  2.50  0.6000  0.6000  0.4153
  3.00  0.6667  0.6667  0.5127
  4.00  0.7500  0.7500  0.6345
  8.00  0.8750  0.8750  0.8173
eps_ref 1.95, uniform start: smallest error 1.76e-13 at step 119
  error at step 1999: 1.08e+28
Steps to cut the error by 1e-08 at the mean reference:
contrast, factor, guaranteed, random start, uniform start, uniform factor
      2  0.3333    17    17    11  0.2307
      4  0.6000    37    36    18  0.4153
     10  0.8182    92    92    27  0.5663
     30  0.9355   277   276    36  0.6474
    100  0.9802   922   920    41  0.6784
High-contrast estimate at contrast 100: 921.0 steps
Laminate, high-eps fraction 0.35484: special eps_ref 2.93548
  one-step flux 1.362637, series formula 1.362637
Duality, rectangular pore: 3.576110 x 1.118534 = 4.000000
Grid, pore fraction, effective permittivity (FFT), Maxwell Garnett
   31  0.19251  3.16701  3.17164
   63  0.19577  3.15582  3.15909
  127  0.19524  3.15957  3.16112
\end{verbatim}
